# Symmetrised multislice: norm conservation and second-order convergence in slice thickness

A thin crystalline lamella cut from a device is placed in an electron microscope, and its thickness or orientation is inferred by matching diffraction intensities to a calculation. The calculation cuts the crystal into slices. In each slice the potential changes the phase of the electron wave, and free flight spreads the wave sideways. If the total intensity stays at one, is the calculated wave right? And how thin must the slices be? Two beams, treated by hand, answer the first question and suggest the answer to the second.

## Two beams by hand

Hartree atomic units are used throughout. Let the wave contain a forward beam and one diffracted beam with transverse wave vector $g$. Along the depth $z$ their amplitudes obey $i\,d\psi/dz=(A+B)\psi$, with

$$A=\begin{pmatrix}0&0\\0&a\end{pmatrix},\qquad B=-b\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad a=\frac{g^2}{2k}.$$

Here $k$ is the electron wave number, $a$ is the rate at which the diffracted beam falls out of step in free flight, and $b>0$ is the coupling due to the crystal, taken constant in $z$.

**Exact solution.** Write $A+B=a/2+K$. Then $K$ has diagonal elements $\mp a/2$ and off-diagonal elements $-b$, so $K^2=\Omega^2$ with $\Omega^2=a^2/4+b^2$. The exponential series therefore gives $e^{-iKt}=\cos\Omega t-i(K/\Omega)\sin\Omega t$. Starting in the forward beam, the diffracted intensity is

$$I_g=\frac{b^2}{\Omega^2}\sin^2\Omega t .$$

**One slice.** Use half a free flight, the full coupling, then half a free flight: $S=e^{-ihA/2}e^{-ihB}e^{-ihA/2}$. Since $e^{-ihB}$ has diagonal elements $\cos bh$ and off-diagonal elements $i\sin bh$, multiplication gives

$$S=e^{-iah/2}M,\qquad M=\begin{pmatrix}e^{iah/2}\cos bh&i\sin bh\\ i\sin bh&e^{-iah/2}\cos bh\end{pmatrix}.$$

Each column has squared length $\cos^2bh+\sin^2bh=1$, and the columns are orthogonal. The norm is conserved for any $h$.

**Many slices.** $M$ has determinant 1. Define $\theta$ by half its trace:

$$\cos\theta=\cos(bh)\cos(ah/2).$$

A $2\times2$ matrix satisfies its own characteristic equation, so $M^2=2\cos\theta\,M-1$. By induction,

$$M^N=\frac{\sin(N\theta)\,M-\sin((N-1)\theta)}{\sin\theta},$$

because $2\sin N\theta\cos\theta-\sin(N-1)\theta=\sin(N+1)\theta$. The computed diffracted intensity is thus $\sin^2(bh)\sin^2(N\theta)/\sin^2\theta$.

**The error.** Set $x=bh$, $y=ah/2$ and $\theta^2=x^2+y^2+\delta$. To fourth order the two sides of the trace equation are

$$1-\frac{x^2+y^2+\delta}{2}+\frac{(x^2+y^2)^2}{24}=1-\frac{x^2+y^2}{2}+\frac{x^4+y^4}{24}+\frac{x^2y^2}{4}.$$

Hence $-\delta/2=x^2y^2(1/4-1/12)$, or $\delta=-x^2y^2/3=-a^2b^2h^4/12$. Since $\theta\approx\Omega h+\delta/(2\Omega h)$,

$$\frac{\theta}{h}=\Omega-\frac{a^2b^2}{24\,\Omega}h^2+O(h^4).$$

The error is of second order. It vanishes if $a=0$ or $b=0$, when one of the two operations is absent.

**A wrong answer with perfect norm.** Choose $ah=2\pi$. Then $\cos\theta=-\cos bh$, so $\theta=\pi-bh$, and the computed intensity becomes $\sin^2(bt)$: the diffracted beam can take all the electrons. The true maximum is $4b^2/(a^2+4b^2)$, which is tiny for weak coupling. The slicing has created a false Bragg reflection, and the norm has not noticed.

## From two beams to a crystal

Let $V(x,y,z)$ be the real electrostatic potential, positive where it attracts electrons, and $E$ the beam's kinetic energy. Neglecting spin, the local wave number is

$$K^2=2(E+V)+\frac{(E+V)^2}{c^2}=k^2+2k\sigma V+\frac{V^2}{c^2},$$

where

$$k^2=2E+\frac{E^2}{c^2},\qquad \sigma=\frac{1+E/c^2}{k}=\frac{dk}{dE}.$$

We drop $V^2/c^2$, since $V$ is far below $c^2$. Inserting $\Psi=e^{ikz}\psi$ into $(\nabla^2+K^2)\Psi=0$ gives

$$2ik\,\partial_z\psi+\partial_z^2\psi+\nabla_\perp^2\psi+2k\sigma V\psi=0.$$

For a wave that changes slowly over a wavelength, $\partial_z^2\psi$ is dropped too. This removes backscattering and leaves the paraxial equation

$$i\,\partial_z\psi=(A+B)\psi,\qquad A=-\frac{\nabla_\perp^2}{2k},\qquad B=-\sigma V(x,y,z).$$

For a slice centred at $z_n$, let $W_n=\int B\,dz$ over the slice. The algorithm is

$$S_n=e^{-ihA/2}\,e^{-iW_n}\,e^{-ihA/2}.$$

In practice: Fourier transform across the beam, multiply by $e^{-ihg^2/4k}$, transform back, multiply by $e^{-iW_n}$, and repeat the half flight.

On a periodic transverse grid the free-flight factor multiplies each Fourier amplitude by a phase, and the discrete transform preserves the norm up to a fixed constant. The potential factor multiplies each grid value by a phase. So $\|S_n\psi\|=\|\psi\|$ for every $h$, apart from rounding. This needs real $V$ and no discarded Fourier amplitudes.

## The error of one slice

Assume that $V$ is smooth in $z$ inside the slab. Measure depth $u$ from the slice centre and remove free flight by $\phi=e^{iAu}\psi$. Then $i\phi'=F\phi$, with

$$F(u)=e^{iAu}B(u)e^{-iAu}=B(u)+iu[A,B(u)]-\frac{u^2}{2}[A,[A,B(u)]]+\dots$$

The exact slice is $e^{-ihA/2}Re^{-ihA/2}$, where $R$ propagates $\phi$ from $-h/2$ to $h/2$. The algorithm replaces $R$ by $e^{-iW_n}$, so these two are to be compared.

Iterating $i\phi'=F\phi$ gives

$$R=1-i\!\int\!F\,du-\!\iint_{u_1>u_2}\!F(u_1)F(u_2)\,du_1du_2+\dots$$

For the single integral, use $\int u^2du=h^3/12$ and $B(u)=B+uB'+\dots$, where symbols without argument are taken at the centre:

$$\int F\,du=W_n+\frac{ih^3}{12}[A,B']-\frac{h^3}{24}[A,[A,B]]+\dots$$

For the double integral, split the product into symmetric and antisymmetric parts:

$$\iint_{u_1>u_2}F_1F_2=\frac12\Big(\int F\Big)^2+\frac12\iint_{u_1>u_2}[F_1,F_2].$$

To leading order $[F_1,F_2]=(u_2-u_1)[F,F']$, and the integral of $u_2-u_1$ over this triangle is $-h^3/6$. Also $F'(0)=B'+i[A,B]$, and $[B,B']=0$ because both are functions of position. The antisymmetric part therefore adds $+(ih^3/12)[B,[A,B]]$ to $R$. The symmetric part and the triple integral agree with $e^{-iW_n}$ through order $h^3$. Subtracting,

$$e^{-iW_n}-R=-ih^3D+\dots,$$

$$D=\frac1{24}[A,[A,B]]-\frac1{12}[B,[B,A]]-\frac{i}{12}[A,B'].$$

Both $e^{-iW_n}$ and $R$ turn into their inverses when $h\to-h$, so their logarithms are odd in $h$, and the logarithms differ by $-ih^3D+O(h^5)$. Placing this defect at the slice centre, with half of the propagation on each side, leaves corrections of order $h^5$.

## The error of the whole crystal

There are $t/h$ slices in thickness $t$. Carry each defect to the exit with the exact propagator $U(t,z)$. The sum is a midpoint rule, whose own relative error is $O(h^2)$, and products of two defects contribute at $O(h^4)$. Thus

$$\psi_h=\psi+h^2\chi+O(h^4),\qquad \chi=-i\int_0^tU(t,z)D(z)\psi(z)\,dz.$$

The term with $B'$ can be integrated by parts. Let $X=[A,B]$, $H=A+B$ and $U=U(z,0)$. From $\partial_zU=-iHU$,

$$\frac{d}{dz}(U^\dagger XU)=U^\dagger\big(i[H,X]+X'\big)U .$$

So under the integral, $-(i/12)X'$ is equivalent to $-(1/12)[H,X]$ plus surface terms. Now

$$-\frac1{12}[H,X]=-\frac1{12}[A,[A,B]]+\frac1{12}[B,[B,A]].$$

The second term cancels its partner in $D$, and the first changes $1/24$ to $-1/24$. Including the surfaces,

$$\chi=\frac{i}{24}\int_0^tU(t,z)[A,[A,B]]\psi\,dz-\frac1{12}\Big\{[A,B(t)]\psi(t)-U(t,0)[A,B(0)]\psi(0)\Big\}.$$

If the potential vanishes at both surfaces, the integral alone remains. Its coupling between beams $g$ and $g'$ is

$$[A,[A,B]]_{gg'}=\Big(\frac{g^2-g'^2}{2k}\Big)^2B_{gg'}.$$

At leading order the slicing multiplies each coupling by $1-(h\Delta)^2/24$, where $\Delta$ is the bracketed difference. The slice must be thin compared with $1/\Delta$ for the beams that matter. For the expansion to hold, it must also be no thicker than roughly the depth over which $V$ varies. In the two-beam case $B\to B(1-a^2h^2/24)$ changes $\Omega$ by $(b/\Omega)(-a^2bh^2/24)$, which is the shift found by hand.

Since the error starts at $h^2$ and continues at $h^4$, the combination $(4\psi_{h/2}-\psi_h)/3$ is fourth-order accurate. It is a sum of unitary results, not itself a unitary step. The fourth order rests on $V$ being smooth in depth. For a static screened-Coulomb atom the couplings have a kink in $z$ at the atomic plane. If that plane lies at a general position inside a slice, the error gains an $h^3$ term and the extrapolation is only third-order accurate; if the plane lies on slice boundaries, fourth order survives.

## A model crystal

Take a face-centred cubic model with cell edge 8 bohr and Gaussian atoms of peak potential 20 hartree per unit charge and width 0.4 bohr. A 30 keV plane wave runs along a cube axis through ten cells, 80 bohr or 4.2 nm. Here $k=47.64$ bohr$^{-1}$ and $\sigma=0.02222$ (hartree bohr)$^{-1}$. With $V_0$ the peak potential and $s$ the width, a path through one atom centre gives a phase

$$\sigma V_0s\sqrt{2\pi}=0.02222\times20\times0.4\times2.507=0.446\ \text{rad}.$$

The surfaces lie midway between atomic planes, where the potential is negligible. The reference wave comes from adaptive integration of the paraxial equation without slices. Errors are root-mean-square values relative to an incident wave of unit amplitude.

With 8 bohr slices the norm is off by $4\times10^{-16}$, while the wave is off by $4.1\times10^{-2}$. Over all slice thicknesses tried the norm defect stays below $10^{-14}$.

From 0.25 to 0.125 to 0.0625 bohr the wave error falls from $1.85\times10^{-5}$ to $4.63\times10^{-6}$ to $1.16\times10^{-6}$, a factor of four each time. The commutator formula gives a root-mean-square $\chi$ of $2.963\times10^{-4}$ bohr$^{-2}$. The measured error at 0.125 bohr, divided by $h^2$, gives the same four digits. Compared as whole waves, the two differ by $1.0\times10^{-4}$ of $\chi$. Extrapolation from 0.25 and 0.125 bohr leaves an error of $1.9\times10^{-9}$, and halving both slices reduces it by 15.8, close to the expected 16.

Coarse slices do not follow the law. The error at 4 bohr, $2.9\times10^{-3}$, is smaller than at 2 bohr, $4.0\times10^{-3}$. The expansion in $h$ assumed a potential that varies smoothly across a slice, whereas these slices are five and ten atom widths thick. It makes no prediction for them. At such thicknesses the error depends on where the atoms sit in the slices: the atomic planes lie at the centres of the 4 bohr slices but on the boundaries of the 2 bohr slices, and shifting the slices by half their thickness reverses the ordering.

The apparent order of 2.9 between 1 and 0.5 bohr is not a faster method either. At 0.5 bohr the error divided by $h^2$ is $7.386\times10^{-5}/0.25=2.954\times10^{-4}$, already near its limit; at 1 bohr it is still $5.5\times10^{-4}$.

A second slab, one cell thick, has surfaces that cut through atomic planes. With its surface terms included, the formula matches the measured error to $4\times10^{-4}$ of $\chi$. Its $\chi$ is $5.7\times10^{-4}$ bohr$^{-2}$, larger than for the ten-cell slab with clean surfaces.

## The conventional slice

The unsymmetrised slice applies $T_n=e^{-iW_n}$ and then a full flight $P=e^{-ihA}$. Since $PT_n=P^{1/2}S_nP^{-1/2}$, the inner half flights cancel in a product:

$$PT_N\cdots PT_1=P^{1/2}\,S_N\cdots S_1\,P^{-1/2}.$$

A plane wave at normal incidence is unchanged by $P^{-1/2}$. The remaining $P^{1/2}$ changes the phases of the exit beams, not their intensities. The exit wave is therefore out of focus by half a slice, a first-order error. At 0.25 bohr it is $3.1\times10^{-3}$, against $1.9\times10^{-5}$ for the symmetrised scheme, yet the diffraction intensities agree to rounding.

A focused probe contains many beams, and $P^{-1/2}$ changes their relative phases at the entrance. For the probe tried here the summed intensity difference is $1.0\times10^{-3}$ of the total at 0.25 bohr, and it halves with $h$.

## Where the norm is lost, and what it cannot show

Suppose Fourier amplitudes beyond two thirds of the grid limit are deleted in each slice, and let $\Pi$ project on those kept. To leading order a slice loses $h^2\|(1-\Pi)B\psi\|^2$. Over $t/h$ slices the loss is proportional to $h$. It is $1.63\times10^{-6}$ at 0.0625 bohr and $8.1\times10^{-7}$ at half that thickness.

Absorption can be modelled by $V\to V(1+if)$. The norm $n$ then obeys

$$\frac{d\ln n}{dz}=-2\sigma f\langle V\rangle,$$

where $\langle V\rangle$ is weighted by the electron density. For $f=0.05$ the final norm is 0.943, so averaged over depth

$$\langle V\rangle=\frac{-\ln0.943}{2\times0.02222\times0.05\times80}\approx0.33\ \text{hartree}.$$

The plain spatial mean is 0.1575 hartree: the electrons gather where the potential is high.

Thin slices cannot repair the other approximations. Doubling the transverse grid changes the wave by $1.5\times10^{-4}$, twice the slice error at 0.5 bohr. The paraxial equation replaces $\sqrt{k^2-g^2}$ by $k-g^2/2k$. The next term, $-g^4t/(8k^3)$, amounts to $-0.009$ rad for a (4,0) beam in free flight over the full thickness. In the crystal this beam is built up gradually by scattering, so the number indicates a scale and is not its actual phase error. Dropping $\partial_z^2\psi$ also replaces the local wave number $\sqrt{k^2+2k\sigma V}$ by $k+\sigma V$. The omitted $-\sigma^2V^2/2k$ gives a phase of size $\sigma^2V_0^2s\sqrt\pi/2k=1.5\times10^{-3}$ rad through each atom centre, and the dropped $V^2/c^2$ gives $V_0^2s\sqrt\pi/2kc^2=1.6\times10^{-4}$ rad. For this model, beam energy and grid, slices much below 0.5 bohr refine the solution of the discretised equation, not the description of the crystal. Inelastic scattering is absent from the model at any slice thickness.

The full set of errors, intensities and norms is in the numerical output below.

## Table of computed values

```
beam energy: 30.0 keV = 1102.480 hartree
wave number k: 47.6412 1/bohr
wavelength: 0.13189 bohr = 6.9791 pm
interaction constant sigma: 0.022223 1/(hartree bohr)
sigma from slope of k(E): 0.022223 1/(hartree bohr)
cell edge: 8.0 bohr; atom width: 0.4 bohr
atom peak potential: 20.0 hartree per unit charge
depth of first atomic plane: 2.0 bohr
mean potential: 0.1575 hartree = 4.286 eV
phase through one atom centre: 0.4456 rad
thickness: 80.0 bohr = 4.233 nm
transverse grid: 32 x 32 points
slice (bohr) | norm defect | rms wave error | observed order
  8.0000 | 4.4e-16 | 4.0692e-02 | -
  4.0000 | 4.4e-16 | 2.8937e-03 | 3.8137
  2.0000 | 1.8e-15 | 3.9707e-03 | -0.4565
  1.0000 | 8.9e-16 | 5.5298e-04 | 2.8441
  0.5000 | 4.4e-16 | 7.3858e-05 | 2.9044
  0.2500 | 2.7e-15 | 1.8520e-05 | 1.9957
  0.1250 | 4.4e-15 | 4.6301e-06 | 2.0000
  0.0625 | 5.3e-15 | 1.1575e-06 | 2.0000
beam | intensity: reference | slice 4 bohr | slice 1 bohr
(0, 0) | 0.710414 | 0.712197 | 0.710229
(2, 0) | 0.059356 | 0.058975 | 0.059402
(2, 2) | 0.008861 | 0.008810 | 0.008866
(4, 0) | 0.002044 | 0.002031 | 0.002043
rms of chi from commutator formula: 2.96326e-04 1/bohr^2
measured error/h^2 at h=0.125: 2.96325e-04 1/bohr^2
relative mismatch with chi, h=0.25 bohr: 4.061e-04
relative mismatch with chi, h=0.125 bohr: 1.009e-04
cut-plane slab, rms of chi: 5.74484e-04 1/bohr^2
cut-plane slab, mismatch at h=0.0625 bohr: 4.252e-04
Richardson error from h=0.25 and h/2: 1.884e-09
Richardson error from h=0.125 and h/2: 1.191e-10
Richardson error ratio on halving: 15.827
conventional wave error, h=0.25 bohr: 3.1205e-03
conventional wave error, h=0.125 bohr: 1.5597e-03
conventional observed order: 1.0005
plane wave, largest intensity gap: 1.7e-15
probe, summed intensity gap at h=0.25: 1.015e-03
probe, gap ratio on halving h: 2.000
norm lost to 2/3 band limit, h=0.0625 bohr: 1.627e-06
norm lost to 2/3 band limit, h=0.03125 bohr: 8.143e-07
band-limit loss ratio on halving h: 1.998
norm with imaginary/real ratio 0.05: 0.94327
rms change on doubling transverse grid: 1.50e-04
paraxial phase gap, beam (4,0), full thickness: -0.00903 rad
```
